# Why (1−T)/T Adds for Two Phase-Incoherent Scatterers in Series: a program that tests the result

```python
"""Two phase-incoherent scatterers in one channel.

Result under test: if scatterer i transmits with probability T_i and reflects
with R_i = 1 - T_i, the pair transmits with T = T1*T2/(1 - R1*R2), so that
rho = (1 - T)/T is additive, while 1/T = 1/T1 + 1/T2 - 1 is not.
Two-terminal resistance of one spin-degenerate channel: (h/2e^2)*(1 + rho).
Example: two grain boundaries in a narrow copper line (rough typical values).
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def rho_of(transmission):
    return (1 - transmission) / transmission


def follow_packets(transmissions, collisions=3000):
    """Follow probability from collision to collision.

    right[i] is about to hit scatterer i from the left,
    left[i+1] is about to hit scatterer i from the right.
    Returns the cumulative transmitted probability and the total reflected.
    """
    trans = np.asarray(transmissions, float)
    refl = 1 - trans
    count = len(trans)
    right, left = np.zeros(count + 1), np.zeros(count + 1)
    right[0] = 1.0
    passed, returned, history = 0.0, 0.0, []
    for _ in range(collisions):
        new_right, new_left = np.zeros(count + 1), np.zeros(count + 1)
        new_right[1:] = trans * right[:-1] + refl * left[1:]
        new_left[:-1] = refl * right[:-1] + trans * left[1:]
        passed += new_right[-1]
        returned += new_left[0]
        new_right[-1] = new_left[0] = 0.0
        right, left = new_right, new_left
        history.append(passed)
    return np.array(history), returned


def wave_transmission(transmissions, phases):
    """Coherent transmission through delta barriers by wave matching.

    At each barrier psi is continuous and psi' jumps by 2*beta*k*psi;
    phases[i] = k * distance between barriers i and i+1.
    """
    forward, backward = 1.0 + 0j, 0.0 + 0j
    for i in reversed(range(len(transmissions))):
        beta = np.sqrt(rho_of(transmissions[i]))
        forward, backward = (
            (1 + 1j * beta) * forward + 1j * beta * backward,
            -1j * beta * forward + (1 - 1j * beta) * backward)
        if i > 0:
            forward = forward * np.exp(-1j * phases[i - 1])
            backward = backward * np.exp(1j * phases[i - 1])
    return 1 / np.abs(forward) ** 2


# ---- the series law on random scatterers --------------------------------
rng = np.random.default_rng(4)
phase_grid = np.arange(800) * np.pi / 800
for _ in range(8):
    ta, tb = rng.uniform(0.2, 0.95, 2)
    ra, rb = 1 - ta, 1 - tb
    history, returned = follow_packets([ta, tb])
    total = history[-1]
    assert abs(total - ta * tb / (1 - ra * rb)) < 1e-11
    assert abs(returned - (ra + ta**2 * rb / (1 - ra * rb))) < 1e-11
    assert abs(total + returned - 1) < 1e-11
    assert abs(rho_of(total) - rho_of(ta) - rho_of(tb)) < 1e-9
    assert abs(1 / total - (1 / ta + 1 / tb - 1)) < 1e-9
    for terms in (1, 2, 3):
        missing = total - history[2 * terms - 1]
        assert abs(missing - total * (ra * rb) ** terms) < 1e-11
    averaged = wave_transmission([ta, tb], [phase_grid]).mean()
    assert abs(averaged - total) < 1e-9
many = rng.uniform(0.3, 0.95, 5)
many_total = follow_packets(many)[0][-1]
assert abs(rho_of(many_total) - rho_of(many).sum()) < 1e-8

# ---- worked example: two grain boundaries -------------------------------
R1, R2 = 0.2, 0.3
T1, T2 = 1 - R1, 1 - R2
history, returned = follow_packets([T1, T2])
T_pair = history[-1]
rho1, rho2, rho_pair = rho_of(T1), rho_of(T2), rho_of(T_pair)
quantum_kohm = const.h / (2 * const.e**2) / 1e3

# coherent range of the same pair
q = np.sqrt(R1 * R2)
T_theta = wave_transmission([T1, T2], [phase_grid])
T_low, T_high = T_theta.min(), T_theta.max()
assert abs(T_low - T1 * T2 / (1 + q) ** 2) < 1e-3
assert abs(T_high - T1 * T2 / (1 - q) ** 2) < 1e-3

# a third scatterer separates phase averaging from adding probabilities
T3 = 0.6
T_three = follow_packets([T1, T2, T3])[0][-1]
coarse = np.arange(240) * np.pi / 240
T_three_phase = wave_transmission(
    [T1, T2, T3], [coarse[:, None], coarse[None, :]]).mean()
assert T_three_phase < T_three - 1e-3

# ---- copper line: free-electron channel number --------------------------
width, height, spacing = 20.0, 40.0, 20.0
temperature = 350.0
lattice = 0.36
density = 4 / lattice**3
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
v_fermi = const.hbar * k_fermi * 1e9 / const.m_e
channels = k_fermi**2 * width * height / (4 * np.pi)
ny = np.arange(1, int(k_fermi * width / np.pi) + 2)
nz = np.arange(1, int(k_fermi * height / np.pi) + 2)
k_transverse_sq = ((np.pi * ny[:, None] / width) ** 2
                   + (np.pi * nz[None, :] / height) ** 2)
counted = int(np.sum(k_transverse_sq < k_fermi**2))
# hard walls remove a share of order 1/(k_fermi*width) of the modes
assert abs(counted / channels - 1) < 0.02
line_quantum = quantum_kohm * 1e3 / channels

# ---- neglected: interference after thermal smearing, one channel --------
thermal_ev = const.k * temperature / const.e
hbar_v = const.hbar * v_fermi / const.e * 1e9
x = np.linspace(-30, 30, 1201)
weight = 1 / (4 * np.cosh(x / 2) ** 2)
weight /= weight.sum()
phase_x = x * thermal_ev * spacing / hbar_v
smeared = wave_transmission(
    [T1, T2], [phase_grid[:, None] + phase_x[None, :]]) @ weight
residual_one = np.max(smeared / T_pair - 1)
X = 2 * np.pi * thermal_ev * spacing / hbar_v
m = np.arange(1, 30)
damping_series = np.sum(2 * q**m * m * X / np.sinh(m * X))
assert abs(residual_one - damping_series) < 1e-3

# ---- neglected: interference averaged over the modes of the line --------
u = (np.arange(200000) + 0.5) / 200000   # squared axial direction cosine
T_modes = wave_transmission([T1, T2], [k_fermi * spacing * np.sqrt(u)])
residual_line = abs(T_modes.mean() / T_pair - 1)
assert residual_line < 0.01

# ---- neglected: unequal transmission of unmixed modes -------------------
def mean_over_modes(strength):
    return np.mean(u / (u + strength))


s1 = brentq(lambda s: mean_over_modes(s) - T1, 1e-5, 10)
s2 = brentq(lambda s: mean_over_modes(s) - T2, 1e-5, 10)
T_unmixed = mean_over_modes(s1 + s2)
assert T_unmixed > T_pair

# ---- neglected: phonons between the boundaries --------------------------
path_300 = 40.0
free_path = path_300 * 300 / temperature
back_length = 4 * free_path / 3
drude = (density * 1e27 * const.e**2 * free_path * 1e-9
         / (const.m_e * v_fermi))
landauer = (2 * const.e**2 / const.h * channels
            / (width * height * 1e-18) * back_length * 1e-9)
assert abs(drude / landauer - 1) < 1e-9
rho_phonon = spacing / back_length
slices = 200
chain = [T1] + [1 - rho_phonon / slices] * slices + [T2]
rho_chain = rho_of(follow_packets(chain, 8000)[0][-1])
# each slice has a finite reflection, hence an error of order 1/slices
assert abs(rho_chain / (rho1 + rho2 + rho_phonon) - 1) < 0.01


# ---- neglected: diffuse side walls --------------------------------------
def wall_factor(path, w, h, points=60, angles=30):
    """Conductivity of a long wire with diffuse walls over its bulk value.

    Mean of 3*mu^2*(1 - exp(-d/path)); d is the distance back to the wall.
    """
    y = (np.arange(points) + 0.5) / points * w
    z = (np.arange(points) + 0.5) / points * h
    directions = (np.arange(angles) + 0.5) / angles
    value, norm = 0.0, 0.0
    for mu in directions:
        sine = np.sqrt(1 - mu**2)
        for phi in directions * np.pi / 2:
            distance = np.minimum(y[:, None] / (sine * np.cos(phi)),
                                  z[None, :] / (sine * np.sin(phi)))
            value += mu**2 * np.mean(1 - np.exp(-distance / path))
            norm += mu**2
    return value / norm


thick = wall_factor(0.1 * width, width, 2 * width)
# corner term and position grid limit the agreement to a few thousandths
assert abs(thick - (1 - 3 / 8 * (0.1 + 0.05))) < 0.004
wall_ratio = wall_factor(free_path, width, height)
assert 0 < wall_ratio < 1
rho_segment = rho_phonon / wall_ratio

# ---- output -------------------------------------------------------------
def show(label, value, digits=4, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("R1", R1, 2)
show("R2", R2, 2)
show("T1", T1, 2)
show("T2", T2, 2)
show("R1*R2", R1 * R2, 4)
show("T, no round trip", history[1], 5)
show("T, up to 1 round trip", history[3], 5)
show("T, up to 2 round trips", history[5], 5)
show("T, all paths", T_pair, 5)
show("R, all paths", returned, 5)
show("rho1", rho1)
show("rho2", rho2)
show("rho of pair", rho_pair)
show("1/T1", 1 / T1)
show("1/T2", 1 / T2)
show("1/T1 + 1/T2", 1 / T1 + 1 / T2)
show("1/T of pair", 1 / T_pair)
show("h/2e^2", quantum_kohm, 3, "kohm")
show("One channel, boundary 1 alone", quantum_kohm / T1, 2, "kohm")
show("One channel, boundary 2 alone", quantum_kohm / T2, 2, "kohm")
show("One channel, pair", quantum_kohm / T_pair, 2, "kohm")
show("Coherent T, lowest", T_low, 3)
show("Coherent T, highest", T_high, 3)
show("Third scatterer T3", T3, 2)
show("Three, probabilities added: T", T_three)
show("Three, phase-averaged: T", T_three_phase)
show("Line width", width, 0, "nm")
show("Line height", height, 0, "nm")
show("Boundary spacing L", spacing, 0, "nm")
show("Temperature", temperature, 0, "K")
show("Lattice constant, rough", lattice, 2, "nm")
show("Fermi wavenumber", k_fermi, 2, "1/nm")
show("Fermi velocity", v_fermi / 1e6, 2, "10^6 m/s")
show("Channels, area formula", channels, 0)
show("Channels, hard-wall count", counted, 0)
show("Line contact resistance", line_quantum, 3, "ohm")
show("Line, two boundaries added", line_quantum * rho_pair, 3, "ohm")
show("Line, total", line_quantum / T_pair, 3, "ohm")
show("Interference left, one channel", 100 * residual_one, 1, "%")
show("Interference left, line", 100 * residual_line, 2, "%")
show("T with unmixed unequal modes", T_unmixed)
show("Its excess over T", 100 * (T_unmixed / T_pair - 1), 1, "%")
show("Mean free path at 300 K, rough", path_300, 0, "nm")
show("Mean free path in use", free_path, 1, "nm")
show("Backscattering length", back_length, 1, "nm")
show("rho of phonons over L", rho_phonon, 2)
show("rho, boundaries + phonons, sliced", rho_chain, 3)
show("Wall factor of conductivity", wall_ratio, 2)
show("rho of phonons + diffuse walls", rho_segment, 2)
show("Line total with these appended",
     line_quantum * (1 + rho_pair + rho_segment), 2, "ohm")
print("checks complete")
```

Output:

```
R1: 0.20
R2: 0.30
T1: 0.80
T2: 0.70
R1*R2: 0.0600
T, no round trip: 0.56000
T, up to 1 round trip: 0.59360
T, up to 2 round trips: 0.59562
T, all paths: 0.59574
R, all paths: 0.40426
rho1: 0.2500
rho2: 0.4286
rho of pair: 0.6786
1/T1: 1.2500
1/T2: 1.4286
1/T1 + 1/T2: 2.6786
1/T of pair: 1.6786
h/2e^2: 12.906 kohm
One channel, boundary 1 alone: 16.13 kohm
One channel, boundary 2 alone: 18.44 kohm
One channel, pair: 21.66 kohm
Coherent T, lowest: 0.361
Coherent T, highest: 0.982
Third scatterer T3: 0.60
Three, probabilities added: T: 0.4264
Three, phase-averaged: T: 0.4157
Line width: 20 nm
Line height: 40 nm
Boundary spacing L: 20 nm
Temperature: 350 K
Lattice constant, rough: 0.36 nm
Fermi wavenumber: 13.64 1/nm
Fermi velocity: 1.58 10^6 m/s
Channels, area formula: 11847
Channels, hard-wall count: 11721
Line contact resistance: 1.089 ohm
Line, two boundaries added: 0.739 ohm
Line, total: 1.829 ohm
Interference left, one channel: 9.4 %
Interference left, line: 0.18 %
T with unmixed unequal modes: 0.6227
Its excess over T: 4.5 %
Mean free path at 300 K, rough: 40 nm
Mean free path in use: 34.3 nm
Backscattering length: 45.7 nm
rho of phonons over L: 0.44
rho, boundaries + phonons, sliced: 1.117
Wall factor of conductivity: 0.45
rho of phonons + diffuse walls: 0.97
Line total with these appended: 2.89 ohm
checks complete
```
